**Testing the PAW zero potential on one electron in a Coulomb field**

The program tests the freedom to add $B-\sum_{ij}|p_i\rangle\langle\tilde\phi_i|B|\tilde\phi_j\rangle\langle p_j|$ to a PAW Hamiltonian, where $B$ acts inside the augmentation sphere, $\tilde\phi_i$ are pseudo waves and $p_i$ their projectors. It asserts that a matrix element of $B$ between functions in the pseudo-wave span equals its one-centre expansion, and that the difference for $\sin 2r$ becomes small as the set grows. For one to three partial waves and three local potentials, it asserts that the directly computed expectation error agrees with the derived formula. With one partial wave and the potential obtained by inverting the pseudo wave's radial equation, it asserts a nearly quadratic eigenvalue error in the distance from the reference energy; the fitted power is 2.01. At a wall radius of 6 bohr the eigenvalue errors are −16.6 mHa for the bare potential, −0.39 mHa for a parabola and about $10^{-6}$ mHa for the inverted potential. Further assertions cover the faster sine-basis convergence of the inverted potential, a variational bound on the error in a p channel without projectors, and the degenerate ghost produced by the bare potential with a tailored projector. The output also shows that the inverted potential does not give the smallest expectation error of the three for two partial waves, and that it shifts the p level by −3.5 mHa.

## Numerical check

```python
"""
PAW freedom: for B confined to the augmentation sphere,
    B - sum_ij |p_i><pseudo_i|B|pseudo_j><p_j|
has no matrix elements between functions spanned by the pseudo waves there.
For truncated sets the choice B = v_smooth - v (zero potential) matters.
Tested: one electron, v = -1/r, hard wall at R, Hartree atomic units.
u(r) = r * radial function; p_i = projectors; c_i = projections;
delta = part of the state not represented by the partial waves;
E = exact energy; eps_i = reference energies of the partial waves.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
RC = 1.2
EPS = [-0.5, 0.0, 0.5]
NQ = 200
DEGREE = 18
X, WX = leggauss(NQ)
R_IN = RC * (1 + X) / 2
W_IN = RC * WX / 2


def coulomb_wave(energy, l=0, terms=80):
    """Regular solution of the radial equation as a power series."""
    a = np.zeros(terms + 1)
    a[l + 1] = 1.0
    for k in range(l + 1, terms):
        a[k + 1] = (-2 * a[k] - 2 * energy * a[k - 1]) \
            / (k * (k + 1) - l * (l + 1))
    return Polynomial(a)


def exact_energy(R, l=0):
    low, high = (-0.5, -0.2) if l == 0 else (-0.125, 0.2)
    return brentq(lambda e: coulomb_wave(e, l)(R), low, high,
                  xtol=1e-14, rtol=1e-14)


def pseudize(u):
    """Odd polynomial matching u and three derivatives at RC."""
    powers = [1, 3, 5, 7]
    A = [[Polynomial.basis(m).deriv(d)(RC) for m in powers]
         for d in range(4)]
    b = [u.deriv(d)(RC) for d in range(4)]
    coef = np.zeros(8)
    coef[powers] = np.linalg.solve(A, b)
    return Polynomial(coef)


AE = [coulomb_wave(e) for e in EPS]
PS = [pseudize(u) for u in AE]


def local_potential(kind, r):
    s = np.minimum(r, RC)
    if kind == "bare":
        inside = -1 / s
    elif kind == "parabola":
        inside = -1.5 / RC + s**2 / (2 * RC**3)
    else:
        inside = EPS[0] + 0.5 * PS[0].deriv(2)(s) / PS[0](s)
    return np.where(r < RC, inside, -1 / r)


def dual_projectors(waves):
    """Smooth projectors on the inner grid, dual to the given waves."""
    weighted = waves * (1 - (R_IN / RC)**2)**2
    return np.linalg.solve((weighted * W_IN) @ waves.T, weighted)


def wave_tables(n):
    f = np.array([u(R_IN) for u in AE[:n]])
    df = np.array([u.deriv()(R_IN) for u in AE[:n]])
    g = np.array([u(R_IN) for u in PS[:n]])
    dg = np.array([u.deriv()(R_IN) for u in PS[:n]])
    return f, df, g, dg


def one_centre(kind, n):
    f, df, g, dg = wave_tables(n)
    vs = local_potential(kind, R_IN)
    dH = 0.5 * (df * W_IN) @ df.T - (f * W_IN / R_IN) @ f.T
    dH -= 0.5 * (dg * W_IN) @ dg.T + (g * W_IN * vs) @ g.T
    dS = (f * W_IN) @ f.T - (g * W_IN) @ g.T
    return dH, dS


def full_grid(R):
    h = R - RC
    return (np.concatenate([R_IN, RC + h * (1 + X) / 2]),
            np.concatenate([W_IN, h * WX / 2]))


def element_basis(R):
    V = legvander(X, DEGREE)
    zero = np.zeros(NQ)
    one = np.ones(NQ)
    h = R - RC
    b = [np.concatenate([(1 + X) / 2, (1 - X) / 2])]
    db = [np.concatenate([one / RC, -one / h])]
    for k in range(1, DEGREE):
        norm = np.sqrt(4 * k + 2)
        bub = (V[:, k + 1] - V[:, k - 1]) / norm
        der = (2 * k + 1) * V[:, k] * 2 / norm
        b += [np.concatenate([bub, zero]), np.concatenate([zero, bub])]
        db += [np.concatenate([der / RC, zero]),
               np.concatenate([zero, der / h])]
    return np.array(b), np.array(db)


def lowest_energy(R, kind, n=1, l=0, sines=None):
    """Lowest eigenvalue with n partial waves (n=0: no projectors)."""
    r, w = full_grid(R)
    if sines is None:
        b, db = element_basis(R)
    else:
        k = np.arange(1, sines + 1)[:, None] * np.pi / R
        b, db = np.sin(k * r), k * np.cos(k * r)
    v = local_potential(kind, r) + l * (l + 1) / (2 * r**2)
    H = 0.5 * (db * w) @ db.T + (b * w * v) @ b.T
    S = (b * w) @ b.T
    if n:
        proj = dual_projectors(wave_tables(n)[2])
        c = (proj * W_IN) @ b[:, :NQ].T
        dH, dS = one_centre(kind, n)
        H += c.T @ dH @ c
        S += c.T @ dS @ c
    return eigh((H + H.T) / 2, (S + S.T) / 2, eigvals_only=True)[0]


def expectation_error(R, kind, n):
    """PAW energy error at the exact pseudo function, two routes."""
    r, w = full_grid(R)
    E = exact_energy(R)
    u = coulomb_wave(E)
    psi, dpsi = u(r), u.deriv()(r)
    f, df, g, dg = wave_tables(n)
    proj = dual_projectors(g)
    c = np.linalg.solve((proj * W_IN) @ f.T,
                        (proj * W_IN) @ psi[:NQ])
    delta = psi[:NQ] - c @ f
    ps, dps = psi.copy(), dpsi.copy()
    ps[:NQ] -= c @ (f - g)
    dps[:NQ] -= c @ (df - dg)
    assert np.allclose((proj * W_IN) @ ps[:NQ], c, atol=1e-9)
    dH, dS = one_centre(kind, n)
    v = local_potential(kind, r)
    direct = np.sum(w * (0.5 * dps**2 + (v - E) * ps**2))
    direct += c @ (dH - E * dS) @ c
    norm = np.sum(w * ps**2) + c @ dS @ c
    vs = v[:NQ]
    residual = np.zeros(NQ)
    for j in range(n):
        residual += c[j] * (-0.5 * PS[j].deriv(2)(R_IN)
                            + (vs - E) * g[j] - (EPS[j] - E) * f[j])
    formula = 2 * np.sum(W_IN * delta * residual)
    formula += np.sum(W_IN * (vs + 1 / R_IN) * delta**2)
    return direct / norm, formula / norm


# The inversion needs a pseudo wave without nodes.
assert np.all(PS[0](R_IN) > 0)
print(f"sphere radius {RC:.2f} bohr")
print("reference energies", EPS, "Ha")
v0 = EPS[0] + 3 * PS[0].coef[3] / PS[0].coef[1]
assert abs(v0 - local_potential("inverted", np.array([1e-5]))[0]) < 1e-6
print(f"inverted potential at r=0: {v0:.5f} Ha")
print(f"parabola at r=0: {-1.5 / RC:.5f} Ha")
print(f"all potentials at sphere edge: {-1 / RC:.5f} Ha")
q = one_centre("inverted", 1)[1][0, 0]
norm_1s = np.sum(W_IN * AE[0](R_IN)**2)
print(f"1s norm in sphere, u=r exp(-r): {norm_1s:.6f}")
print(f"1s norm minus pseudo norm there: {q:.6f}")

# Matrix elements inside the span of the pseudo waves.
B = local_potential("inverted", R_IN) + 1 / R_IN
waves = wave_tables(3)[2]
proj = dual_projectors(waves)
left = np.array([0.7, -0.4, 1.1]) @ waves
right = np.array([-0.2, 0.9, 0.5]) @ waves
full = np.sum(W_IN * left * B * right)
expanded = ((proj * W_IN) @ left) @ ((waves * W_IN * B) @ waves.T) \
    @ ((proj * W_IN) @ right)
assert abs(full - expanded) < 1e-9
print(f"in-span <f|B|g> direct:   {full:.9f} Ha")
print(f"in-span <f|B|g> expanded: {expanded:.9f} Ha")

# A function outside every finite span, with a growing set.
trial = np.sin(2 * R_IN)
defects = []
print("sin(2r), waves r,r^3,...: <B> minus its expansion")
for n in range(1, 6):
    waves = np.array([(R_IN / RC)**(2 * k + 1) for k in range(n)])
    c = (dual_projectors(waves) * W_IN) @ trial
    d = np.sum(W_IN * B * trial**2) - c @ ((waves * W_IN * B) @ waves.T) @ c
    defects.append(d)
    print(f"  {n} waves: {d:.3e} Ha")
assert abs(defects[-1]) < 1e-3 * abs(defects[0])

# Eigenvalues with one partial wave.
kinds = ["bare", "parabola", "inverted"]
radii = [6.0, 5.0, 4.0, 3.0, 2.5]
errors, shifts = {}, {}
print("one wave, eigenvalue error in mHa:")
print("  R/bohr  exact E/Ha   bare  parabola  inverted")
for R in radii:
    E = exact_energy(R)
    assert abs(lowest_energy(R, "bare", n=0) - E) < 1e-9
    shifts[R] = E - EPS[0]
    errors[R] = [lowest_energy(R, k) - E for k in kinds]
    a, b, c = [1e3 * e for e in errors[R]]
    print(f"  {R:.1f} {E:.8f} {a:.4f} {b:.4f} {c:.3e}")
assert errors[6.0][0] < -1e-5 and errors[6.0][1] < -1e-5
assert abs(errors[6.0][2]) < 1e-6
assert abs(errors[6.0][2]) < 0.01 * min(map(abs, errors[6.0][:2]))
slope = np.log(abs(errors[5.0][2] / errors[6.0][2])) \
    / np.log(shifts[5.0] / shifts[6.0])
assert abs(slope - 2) < 0.1
print(f"inverted: error power in E-eps1 (R=6,5): {slope:.4f}")
print(f"inverted error at R=2.5: {errors[2.5][2] * HARTREE_EV:.3e} eV")

# Error formula and approach to independence of B.
table = []
print("R=2.5, expectation error in mHa:")
print("  waves  bare  parabola  inverted")
for n in (1, 2, 3):
    row = []
    for kind in kinds:
        direct, formula = expectation_error(2.5, kind, n)
        assert abs(direct - formula) < 1e-9
        row.append(direct)
    table.append(row)
    print(f"  {n} " + " ".join(f"{1e3 * x:.4e}" for x in row))
spread = [max(row) - min(row) for row in table]
assert spread[2] < 0.1 * spread[0]
for j in range(3):
    assert errors[2.5][j] <= table[0][j] + 1e-9
print(f"spread over potentials, 1 wave: {1e3 * spread[0]:.4e} mHa")
print(f"spread over potentials, 3 waves: {1e3 * spread[2]:.4e} mHa")

# Truncation of the sine basis, separated from partial-wave truncation.
limits = {k: lowest_energy(4.0, k) for k in ("bare", "inverted")}
sine_error = {}
print("R=4, sine-basis error in mHa: bare, inverted")
for size in (10, 20, 40):
    pair = [lowest_energy(4.0, k, sines=size) - limits[k] for k in limits]
    sine_error[size] = pair
    print(f"  {size} sines: {1e3 * pair[0]:.3e} {1e3 * pair[1]:.3e}")
assert abs(sine_error[20][1]) < 0.05 * abs(sine_error[20][0])
assert abs(sine_error[40][1]) < 1e-6

# The p channel has no projectors and feels the local potential directly.
Ep = exact_energy(6.0, 1)
assert abs(lowest_energy(6.0, "bare", n=0, l=1) - Ep) < 1e-9
r, w = full_grid(6.0)
up = coulomb_wave(Ep, 1)(r)
first = np.sum(W_IN * B * up[:NQ]**2) / np.sum(w * up**2)
actual = lowest_energy(6.0, "inverted", n=0, l=1) - Ep
assert actual <= first + 1e-10
print(f"p channel, R=6: exact energy {Ep:.8f} Ha")
print(f"p channel first-order error: {1e3 * first:.5f} mHa")
print(f"p channel actual error: {1e3 * actual:.5f} mHa")

# Bare potential with the projector tailored to it: a degenerate ghost.
R = 12.0
r, w = full_grid(R)
b, db = element_basis(R)
H = 0.5 * (db * w) @ db.T - (b * w / r) @ b.T
S = (b * w) @ b.T
ps = PS[0](R_IN)
tailored = -0.5 * PS[0].deriv(2)(R_IN) - (1 / R_IN + EPS[0]) * ps
tailored /= np.sum(W_IN * tailored * ps)
c = (b[:, :NQ] * W_IN) @ tailored
dH, dS = one_centre("bare", 1)
H += dH[0, 0] * np.outer(c, c)
S += dS[0, 0] * np.outer(c, c)
ghost = eigh(H, S, eigvals_only=True)[:2]
assert np.all(np.abs(ghost - EPS[0]) < 1e-5)
print("bare, tailored projector, R=12, two lowest levels:")
print(f"  {ghost[0]:.7f} {ghost[1]:.7f} Ha")

print("all good")
```

It prints:

```
sphere radius 1.20 bohr
reference energies [-0.5, 0.0, 0.5] Ha
inverted potential at r=0: -2.32133 Ha
parabola at r=0: -1.25000 Ha
all potentials at sphere edge: -0.83333 Ha
1s norm in sphere, u=r exp(-r): 0.107573
1s norm minus pseudo norm there: 0.008939
in-span <f|B|g> direct:   0.002654702 Ha
in-span <f|B|g> expanded: 0.002654702 Ha
sin(2r), waves r,r^3,...: <B> minus its expansion
  1 waves: 1.103e-01 Ha
  2 waves: 5.794e-03 Ha
  3 waves: 1.420e-04 Ha
  4 waves: 2.280e-06 Ha
  5 waves: 2.499e-08 Ha
one wave, eigenvalue error in mHa:
  R/bohr  exact E/Ha   bare  parabola  inverted
  6.0 -0.49927729 -16.6125 -0.3885 1.038e-06
  5.0 -0.49641701 -17.0833 -0.4228 2.611e-05
  4.0 -0.48326530 -18.8765 -0.5784 6.142e-04
  3.0 -0.42396729 -25.9167 -1.3480 1.558e-02
  2.5 -0.33491019 -36.4525 -2.6534 8.929e-02
inverted: error power in E-eps1 (R=6,5): 2.0147
inverted error at R=2.5: 2.430e-03 eV
R=2.5, expectation error in mHa:
  waves  bare  parabola  inverted
  1 -1.0224e+01 -2.2484e+00 1.0580e-01
  2 7.8727e-02 5.8092e-04 -8.0708e-04
  3 -9.4886e-04 -3.4428e-07 -2.0749e-07
spread over potentials, 1 wave: 1.0330e+01 mHa
spread over potentials, 3 waves: 9.4866e-04 mHa
R=4, sine-basis error in mHa: bare, inverted
  10 sines: 2.912e+00 2.375e-03
  20 sines: 4.295e-01 2.385e-05
  40 sines: 5.793e-02 2.248e-07
p channel, R=6: exact energy -0.05555556 Ha
p channel first-order error: -3.23990 mHa
p channel actual error: -3.51055 mHa
bare, tailored projector, R=12, two lowest levels:
  -0.5000000 -0.5000000 Ha
all good
```
